# The Wannier Threshold Law for Electron-Impact Ionization of Neutral Atoms, part 2

An electron strikes an atom, and two electrons leave the ion, a fixed point charge \(Ze\), sharing the excess energy \(E\). A neutral target leaves \(Z=1\). The ionization cross section to be derived is

\[
\sigma(E)=K E^m,\qquad m=1.127\quad (E\to0^+),
\]

where \(K\) depends on the atom. Outside a fixed matching radius \(r_0\) the electrons, of mass \(m_e\), move classically. Energies are in eV, distances in nm, and \(k=e^2/(4\pi\varepsilon_0)\).

With the electrons on opposite sides, their distances from the ion are \(r_1=r+s\) and \(r_2=r-s\), where \(s\) is the stretch. The symmetric path \(s=0\) is the ridge. There

\[
m_e\dot r^2=E+\frac Ar,\qquad A=\frac{k(4Z-1)}{2},
\]

and \(m_e\ddot r=-A/(2r^2)\). The Coulomb-zone radius is \(R_E=A/E\). A small stretch obeys

\[
m_e\ddot s=\frac{2kZ}{r^3}s .
\]

With subscripts denoting derivatives, at \(E=0\) this becomes

\[
r^2s_{rr}-\frac r2s_r-\beta s=0,\qquad \beta=\frac{4Z}{4Z-1},
\]

with solutions \(r^{q_+}\) and \(r^{q_-}\), where

\[
q^2-\frac32q-\beta=0,\qquad
m=q_+-1=\frac14\left[\sqrt{\frac{100Z-9}{4Z-1}}-1\right].
\]

For \(Z=1\), \(q_+=2.1269\), \(q_-=-0.6269\) and \(m=1.1269\).

Each electron's energy in the ion's field alone is \(\varepsilon_i=\frac12m_e\dot r_i^2-kZ/r_i\). Without repulsion (large \(Z\)), \(q_+=2\), and displacing one electron by \(cr^2\) at zero energy changes its energy by \(5kZc\).

The bend \(\varphi\) makes the angle between the electrons' directions \(\pi-\varphi\) and adds \(k\varphi^2/(16r)\) to the potential. At \(E=0\) small bends decay. From \(\varphi_0\) with \(\dot\varphi=0\), with \(\rho=r/r_0\) and \(\nu=0.3227\) for \(Z=1\),

\[
\frac{\varphi}{\varphi_0}=\rho^{-1/4}
\left[\cos(\nu\ln\rho)+\frac1{4\nu}\sin(\nu\ln\rho)\right].
\]

In the opening example, \(Z=1\) and both electrons start near 0.5 nm, on opposite sides, with equal outward speeds. The escape window is the inequality of distances that still lets both escape. Raising \(E\) from 0.1 eV to 0.3 eV widens it by a factor of 3.42.

### The stretch at finite energy

The chain rule again gives \(\ddot s=\dot r^2s_{rr}+\ddot rs_r\), now with the full energy relation:

\[
\left(E+\frac Ar\right)s_{rr}-\frac{A}{2r^2}s_r=\frac{2kZ}{r^3}s .
\]

Multiply by \(r^3/A\) and measure distance by \(x=Er/A=r/R_E\). Since \(r\,d/dr=x\,d/dx\),

\[
x^2(1+x)s_{xx}-\frac x2s_x-\beta s=0 .
\]

For \(x\ll1\) this is the zero-energy equation. For \(x\gg1\) the leading equation is \(s_{xx}=0\), and \(s\) becomes linear in \(x\), as it must for free electrons at different constant speeds.

To connect the limits, insert \(s=\sum_n a_nx^{q+n}\). The coefficient of \(x^{q+n}\) gives

\[
\left[(q+n)^2-\frac32(q+n)-\beta\right]a_n
+(q+n-1)(q+n-2)a_{n-1}=0 .
\]

The equation for \(q\) reduces the bracket to \(n(n+2q-\frac32)\). Hence

\[
\frac{a_n}{a_{n-1}}=
-\frac{(q+n-1)(q+n-2)}{n(n+2q-\frac32)} .
\]

This is the coefficient ratio of the Gauss hypergeometric function \(F\). In units of \(R_E\), the growing solution of amplitude \(a\) is

\[
\frac{s}{R_E}=a\,x^qF\left(q,q-1;2q-\tfrac12;-x\right),\qquad q=q_+ .
\]

Its large-\(x\) form follows from the integral

\[
F=\frac{\Gamma(2q-\frac12)}{\Gamma(q-1)\Gamma(q+\frac12)}
\int_0^1u^{q-2}(1-u)^{q-1/2}(1+xu)^{-q}\,du .
\]

For \(|x|<1\), expanding the last factor and integrating term by term with the beta integral reproduces the series; the integral continues it to all positive \(x\). At large \(x\), put \(u=w/x\). The integral tends to

\[
x^{1-q}\int_0^\infty w^{q-2}(1+w)^{-q}dw
=x^{1-q}\frac{\Gamma(q-1)\Gamma(1)}{\Gamma(q)} .
\]

Therefore

\[
\frac{s}{R_E}\to aGx,\qquad
G=\frac{\Gamma(2q-\frac12)}{\Gamma(q)\Gamma(q+\frac12)} .
\]

For \(Z=1\), \(G=2.8714\). The relative stretch tends to \(\eta=aG\), and the final speeds are \((1\pm\eta)\sqrt{E/m_e}\) to first order. Their kinetic energies differ by

\[
\varepsilon_1-\varepsilon_2
=\frac E2\left[(1+\eta)^2-(1-\eta)^2\right]=2GaE .
\]

The no-repulsion limit checks the constant. There \(q=2\) and \(G=\Gamma(7/2)/[\Gamma(2)\Gamma(5/2)]=5/2\), so the difference should be \(5aE\). Directly, \(s=cr^2\) with \(c=aE/A\) gives the two electrons energy offsets \(\pm5kZc\). Their difference is \(10kZc=5Ac=5aE\), because \(A=2kZ\) in this limit.

Full trajectories for \(Z=1\), started at \(x=0.01\) with \(a=10^{-4}\), reproduce the predicted final energy difference with a ratio of 0.99999.

### The boundary beyond linear theory

The escape boundary is not a small-stretch event. One electron there takes nearly all the energy, and the linear formula can give no more than an estimate. Setting \(2Ga=1\) yields \(a=0.1741\).

The full equations supply what is needed, because Coulomb motion has a scaling property. Measure lengths in \(A/E\) and times in \((A/E)\sqrt{m_e/E}\). Mass times acceleration then carries the factor \(E^2/A\), and each Coulomb force carries \(kE^2/A^2\). Their ratio contains \(k/A\), which depends on \(Z\) alone. Energy has disappeared from the scaled equations.

The critical amplitude \(a_c\) is therefore a pure number for each \(Z\). Trajectories give \(a_c=0.1717\) for \(Z=1\), the same to four digits whether the growing solution is started at \(x=0.001\) or \(0.01\). This is 1.4% below the linear estimate. An inner electron that turns back is counted as captured. On the line its acceleration is inward for \(Z\ge1\), so it then falls toward the ion. A later collision there is outside the model.

Now write the stretch near the matching radius as

\[
s=c_+r^{q_+}+c_-r^{q_-}.
\]

Dividing by \(R_E\) and using \(r=R_Ex\),

\[
\frac{s}{R_E}=c_+R_E^{q_+-1}x^{q_+}+c_-R_E^{q_--1}x^{q_-}.
\]

For fixed \(c_-\), the second coefficient vanishes as \(E\to0\), because \(q_--1=-1.627\). The first is \(a=c_+(A/E)^m\). Both electrons escape when

\[
|c_+|<a_c\left(\frac EA\right)^m .
\]

Nonlinearity has fixed the number \(a_c\), while the linear motion near the ridge has fixed the power.

### From the boundary to the cross section

Let \(D(c_+)\,dc_+\) be the part of the collision cross section that delivers a pair with growing amplitude in \(dc_+\), after summing over the other variables. If \(D\) is smooth, nonzero at \(c_+=0\) and tends to a constant as \(E\to0\), then

\[
\sigma(E)=\int_{-a_c(E/A)^m}^{a_c(E/A)^m}D(c_+)\,dc_+
\simeq2D(0)a_c\left(\frac EA\right)^m .
\]

This is the threshold law, with \(K=2D(0)a_cA^{-m}\). The derivation does not predict \(D(0)\), so it gives ratios of cross sections and not their absolute size.

The condition on \(D\) has content. Some quantum states of the pair have a node where the electrons are equally far from the ion. For them \(D(0)=0\), the displayed leading term is absent, and the yield vanishes faster. The law describes the sum over states when at least one contributing state has no such node.

A moderate bend need not spoil the result. With an initial bend of 0.3 rad, escape windows at 1 meV and 10 meV give an exponent of 1.1268. This supports using the collinear exponent for bends of that size. Pairs with nonzero total angular momentum have not been analysed. Their rotational energy falls as \(1/r^2\), faster than the Coulomb energy, which suggests but does not prove that the same power survives.

### An absolute window for equal speeds

The opening example starts both electrons with the same outward speed at \(r_0\), so \(\dot s=0\) and \(s_r=0\). This requires

\[
q_+c_+r_0^{q_+}+q_-c_-r_0^{q_-}=0,
\qquad
c_-r_0^{q_-}=-\frac{q_+}{q_-}c_+r_0^{q_+}.
\]

Adding the two parts gives the initial stretch

\[
s_0=c_+r_0^{q_+}\frac{q_+-q_-}{-q_-}.
\]

At the escape boundary,

\[
\left(\frac{s_0}{r_0}\right)_c
=a_c\left(\frac{Er_0}{A}\right)^m\frac{q_+-q_-}{-q_-}.
\]

For \(Z=1\), \(A=2.160\) eV nm. At \(E=0.1\) eV and \(r_0=0.5\) nm, \(Er_0/A=0.02315\). Its power \(m\) is 0.01436, and the last fraction is \(2.7538/0.6269=4.393\). Thus

\[
\left(\frac{s_0}{r_0}\right)_c
=0.1717\times0.01436\times4.393=0.0108 .
\]

The distances at the start may differ from their mean by about 1.1%. The trajectory boundary is 0.01079, compared with 0.01083 from the unrounded law.

Between 1 meV and 10 meV, the windows give a local exponent of 1.1267. It falls to 1.1255 between 10 meV and 0.1 eV, 1.1197 up to 0.3 eV, and 1.0953 from 0.3 eV to 1 eV. The start is then no longer deep inside the Coulomb zone.

The first correction can be derived. Let \(f_\pm\) be the finite-energy solutions and \(W=f_+f_-'-f_-f_+'\), with primes for \(d/dx\). The stretch equation gives \(W'=W/[2x(1+x)]\), hence \(W\propto\sqrt{x/(1+x)}\). Requiring zero initial slope makes \(s_0/(aR_E)=W/f_-'\). The first term of the series for \(f_-\) gives

\[
f_-'=q_-x^{q_--1}\left[1-\frac{q_-^2-1}{2q_--\frac12}x+\cdots\right].
\]

Since \(\sqrt{1/(1+x)}\simeq1-x/2\), the window acquires the factor

\[
1-\left[\frac12-\frac{q_-^2-1}{2q_--\frac12}\right]\frac{Er_0}{A}
=1-0.154\,\frac{Er_0}{A}.
\]

At 0.1 eV this lowers the law by 0.36%, which matches the trajectory result. At 1 eV it predicts 3.6%, while trajectories give 4.8%. Higher powers of \(Er_0/A\) do not close the gap: the linear equation solved in full gives about 3.0%. The critical stretch at the start is then 14% of the mean distance, too large for the linear stretch equation to be accurate at this level. The coefficient belongs to an equal-speed start and is not universal.

### Magnesium vapour

Free magnesium atoms provide a setting for these lengths and energies. A nonrelativistic coupled-cluster calculation with single and double excitations, two correlated valence electrons and a frozen core gives an ionization energy of about 7.5 eV. It uses an even-tempered basis of 18 s, 12 p and 4 d shells, and omits core–valence correlation. The measured value is roughly 7.6 eV. This energy locates the threshold and does not enter \(m\).

Mg⁺ is not a point charge. Unrestricted Hartree–Fock theory in the same basis gives a polarizability volume \(\alpha=0.00575\) nm³. A larger basis leaves these digits unchanged, but correlation does not: all-electron second-order perturbation theory lowers the value by about 9%, to roughly 0.0053 nm³. Opposite electrons produce opposing fields at the ion, so on the line the dipole part of the polarization energy is

\[
U=-\frac{k\alpha}{2}\left(\frac1{r_1^2}-\frac1{r_2^2}\right)^2
\simeq-\frac{8k\alpha s^2}{r^6}.
\]

The Coulomb stretch energy is \(-2kZs^2/r^3\). The force ratio is therefore \(4\alpha/(Zr^3)\), or 18% at 0.5 nm (17% with the correlated \(\alpha\)). It falls as \(r^{-3}\), so it changes how starting conditions feed \(c_+\), and hence \(K\), without changing the long-range power. A bend leaves an uncancelled transverse field \(\simeq\varphi/r^2\), with energy \(-k\alpha\varphi^2/(2r^4)\). This weakens the restoring term \(k\varphi^2/(16r)\) by the fraction \(8\alpha/r^3\), about 37% at 0.5 nm, which also falls as \(r^{-3}\). Higher multipoles, which do not cancel on the ridge, are left out. Collinear trajectories with this polarization give an exponent of 1.1268 between 1 meV and 10 meV.

The classical description can be sized too. Each electron has reduced wavelength \(\hbar/\sqrt{m_e(E+A/r)}\). At 0.1 eV, its change per unit distance is 0.13 at \(r_0\) and 0.007 at \(R_E\). The classical picture is rough at the matching radius and much better where the final division of energy is settled.

The power law predicts \(3^{1.1269}=3.45\) for the cross-section ratio between 0.3 eV and 0.1 eV. The equal-speed windows give 3.42. Suppose a straight line were drawn through two yields obeying the power law at these energies. It would reach zero at

\[
0.1-\frac{0.3-0.1}{3.449-1}=0.018\ \text{eV},
\]

placing the threshold 18 meV too high.

A beam with a chosen rms energy spread of 30 meV, combined with 4.5 meV from atomic motion at 700 K, raises the mean yield at 0.1 eV by 0.7% relative to a sharp beam. At a rough pressure of \(10^{-3}\) Torr the mean atomic spacing is about 400 nm, well above \(R_E=21.6\) nm at 0.1 eV. At 5 meV the two lengths become comparable, but this does not end the isolation, because a neutral atom hundreds of nanometres away exerts almost no force on an electron. The length to compare with \(R_E\) is the mean free path between collisions. For an assumed collision cross section of 10 nm² it is about 7 mm. Even a cross section a hundred times larger would leave about 70 µm, while \(R_E\) is 2.2 µm at 1 meV, the lowest energy used here. Collisions with neutral atoms should therefore rarely disturb the energy division in this vapour.

### What changes in a resist

In a solid resist the atomic spacing is roughly 0.3 nm, while \(R_E\) is 2.2 nm even at 1 eV and 21.6 nm at 0.1 eV. The electrons would meet many other atoms before their energy division was settled. The assumption that breaks is isolation: scattering, energy loss and the electronic states of the solid replace motion in one ion's Coulomb field. This model gives no corrected exponent for that case. For scale, replacing 1.127 by a linear law would change the 0.3-to-0.1 eV ratio from 3.45 to 3, a 13% reduction. In extreme-ultraviolet exposure, electrons can also start with energies of up to roughly 80 eV, far above the threshold region examined here. The exponent may serve as a check on a free-atom cross section used as input to a resist simulation, provided the energies are near threshold. It should not be used as the ionization law of the film. The numerical output lists the remaining values.

## Numbers as computed

```
Threshold exponent, Z=1: 1.126893
Stretch powers q+, q-: 2.126893, -0.626893
Bend log-frequency: 0.322749
Small-stretch trajectory/formula: 1.000000
Asymptotic stretch constant G: 2.871424
Energy-sharing trajectory/formula: 0.999993
Bend/start at r/r0=100.1: 0.27064; formula 0.27065
Bend/start at r/r0=10000.0: -0.08555; formula -0.08555
Critical scaled amplitude, trajectories: 0.17173
Same, from starting x=0.01: 0.17173
Critical amplitude, linear estimate: 0.17413
Mg ionization energy, frozen-core CCSD: 7.525 eV
Mg+ polarizability volume, UHF: 0.00575 nm^3
Matching radius: 0.500 nm
Ridge Coulomb strength A: 2.1599 eV nm
E=0.001 eV: critical s/r=0.000060; law 0.000060
E=0.010 eV: critical s/r=0.000808; law 0.000809
E=0.100 eV: critical s/r=0.010790; law 0.010829
E=0.300 eV: critical s/r=0.036920; law 0.037346
E=1.000 eV: critical s/r=0.138036; law 0.145035
Local exponent 0.001-0.010 eV: 1.1267
Local exponent 0.010-0.100 eV: 1.1255
Local exponent 0.100-0.300 eV: 1.1197
Local exponent 0.300-1.000 eV: 1.0953
Low-energy exponent, initial bend 0.3 rad: 1.1268
Low-energy exponent, core polarization: 1.1268
Z=2 exponent, trajectories: 1.0559
Z=2 exponent, formula: 1.0559
Cross-section ratio 0.3/0.1 eV, power law: 3.4488
Escape-window ratio 0.3/0.1 eV, trajectories: 3.4217
False threshold shift, straight line: 18.33 meV
Polarization/Coulomb stretch force at r0: 0.1839
Coulomb-zone radius at 0.1 eV: 21.599 nm
Coulomb-zone radius at 1.0 eV: 2.160 nm
Reduced-wavelength gradient at r0, 0.1 eV: 0.1283
Same at Coulomb-zone radius: 0.0071
Vapour temperature, rough: 700 K
Vapour pressure, rough: 0.0010 Torr
Mean vapour spacing: 417.0 nm
Solid-resist atomic spacing, rough: 0.3 nm
Beam rms energy spread, chosen: 30.0 meV
Thermal rms energy spread: 4.53 meV
Spread-averaged/sharp yield at 0.1 eV: 1.00693
```
